# Airy-Function Transmission Through a Tilted Barrier and the Missing WKB Prefactor

## A discrepancy in the example

An electron of energy 0.01 hartree meets a barrier 0.12 hartree high whose top slopes down at 0.002 hartree per bohr. With the masses given below, the bare WKB exponential puts its transmission probability at $2.74\times10^{-11}$. The exact solution of the same model gives $3.75\times10^{-11}$, larger by a factor 1.37. At an energy of 0.0001 hartree the exact result is instead only 0.15 times the exponential. The exponent is sound in both cases. What is missing is a prefactor, which can be obtained in closed form.

## The model

Hartree atomic units are used, so $\hbar=1$ and masses are in electron masses. The electron moves along $x$ at normal incidence, with time factor $e^{-iEt}$. For $x<0$ the potential is zero, the mass is $m_e$, and $k=\sqrt{2m_eE}$ with $E>0$. For $x>0$ the mass is $m_b$ and

$$V(x)=V_0-Fx,\qquad F>0,\qquad \varphi=V_0-E>0 .$$

Here $F$ is a force, the field times the unit charge. At the abrupt edge $x=0$ both $\psi$ and $\psi'/m$ are continuous, which makes the flux $j=\mathrm{Im}(\psi^*\psi')/m$ continuous. At first the ramp continues indefinitely; a collector is added later. Image forces, scattering and band structure beyond constant masses are left out.

This is an idealized model of injection through a tunnel oxide at high field. It keeps the emitter flat up to the edge. In a semiconductor emitter so strong a field also bends the bands and can bind electrons at the interface; for those electrons there is no incident plane wave, and the prefactor found below does not apply as it stands. The example uses round parameters: $V_0=0.12$, $E=0.01$, $F=0.002$, $m_e=0.3$, $m_b=0.5$. Then $\varphi=0.11$ hartree (2.99 eV), the field is 1.03 V/nm, and the turning point $x_t=\varphi/F$ lies at 55 bohr (2.91 nm). This field, about 10 MV/cm, is of the order of the breakdown field of silicon dioxide. For a real oxide the prefactor is also not the largest uncertainty. Lowering $m_b$ from 0.5 to 0.42 multiplies the transmission of the example by about 7, and the omitted image force raises it severalfold, against a prefactor of order 1.

## Exact solution on the ramp

In the barrier the Schrödinger equation reads $\psi''=2m_b(\varphi-Fx)\psi$. Define

$$\alpha=(2m_bF)^{1/3},\qquad z=\alpha\left(\frac{\varphi}{F}-x\right),\qquad z_0=\frac{\alpha\varphi}{F}.$$

The left side becomes $\alpha^2\psi_{zz}$. The right side is $2m_bF(\varphi/F-x)\psi=\alpha^3(z/\alpha)\psi=\alpha^2z\psi$. Hence $\psi_{zz}=z\psi$, the Airy equation, with solutions $\mathrm{Ai}$ and $\mathrm{Bi}$.

Far down the ramp $z=-s$ with $s$ large. With $\eta=\frac23s^{3/2}$ and $\theta=\eta+\pi/4$,

$$\mathrm{Ai}(-s)\simeq\frac{\sin\theta}{\sqrt\pi\,s^{1/4}},\qquad \mathrm{Bi}(-s)\simeq\frac{\cos\theta}{\sqrt\pi\,s^{1/4}} .$$

The combination $w=\mathrm{Bi}+i\,\mathrm{Ai}$ is therefore proportional to $e^{i\theta}$. Since $\eta$ grows with $x$, this wave travels to the right, and the barrier solution is $\psi=t\,w(z)$.

Its flux follows from the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$, where primes on Airy functions denote $d/dz$. Because $d/dx=-\alpha\,d/dz$,

$$j=-\frac{\alpha|t|^2}{m_b}\mathrm{Im}(w^*w')
=-\frac{\alpha|t|^2}{m_b}(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')
=\frac{\alpha|t|^2}{\pi m_b}.$$

On the left $\psi=e^{ikx}+re^{-ikx}$. The two matching conditions are

$$1+r=t\,w(z_0),\qquad \frac{ik}{m_e}(1-r)=-\frac{\alpha}{m_b}t\,w'(z_0).$$

With $\gamma=\alpha m_e/(m_bk)$ the second gives $1-r=i\gamma t\,w'(z_0)$, because $-1/i=i$. Adding the two removes $r$:

$$2=t\,[w(z_0)+i\gamma w'(z_0)].$$

The bracket equals $(\mathrm{Bi}-\gamma\mathrm{Ai}')+i(\mathrm{Ai}+\gamma\mathrm{Bi}')$. Its squared modulus is

$$\mathrm{Ai}^2+\mathrm{Bi}^2+\gamma^2(\mathrm{Ai}'^2+\mathrm{Bi}'^2)+\frac{2\gamma}{\pi},$$

where the last term is $2\gamma$ times the Wronskian. The incident flux is $k/m_e$, so $T=(\gamma/\pi)|t|^2$. Substituting $|t|^2$ and dividing numerator and denominator by $\gamma/\pi$ gives

$$T_{\rm ramp}=\frac{4}{2+\dfrac{\pi}{\gamma}(\mathrm{Ai}^2+\mathrm{Bi}^2)+\pi\gamma(\mathrm{Ai}'^2+\mathrm{Bi}'^2)}\Bigg|_{z_0}.$$

This is exact for the model.

## Extracting the prefactor

For a thick barrier $z_0$ is large. Let $\zeta=\frac23z_0^{3/2}$. Then

$$2\zeta=\frac{4\sqrt{2m_b}\,\varphi^{3/2}}{3F}=2\int_0^{x_t}\sqrt{2m_b(\varphi-Fx)}\,dx,$$

so $e^{-2\zeta}$ is the bare WKB exponential.

To obtain the first correction as well as the leading term, write an Airy solution as $y=z^{-1/4}u(\zeta)$, with $\zeta=\frac23z^{3/2}$ and $d\zeta/dz=\sqrt z$. Then

$$y'=z^{1/4}u_\zeta-\tfrac14z^{-5/4}u,\qquad
y''=z^{3/4}u_{\zeta\zeta}+\tfrac{5}{16}z^{-9/4}u,$$

since the two terms in $u_\zeta$ cancel in $y''$. Setting $y''=zy=z^{3/4}u$ and using $z^3=\frac94\zeta^2$ yields

$$u_{\zeta\zeta}=\left(1-\frac{5}{36\zeta^2}\right)u .$$

Insert $u=e^\zeta(1+c/\zeta+\dots)$. At order $\zeta^{-2}$ this requires $-2c=-5/36$, so $c=5/72$. In $y'=z^{1/4}[u_\zeta-u/(6\zeta)]$ the corresponding coefficient is $5/72-1/6=-7/72$. With the standard normalization of $\mathrm{Bi}$,

$$\mathrm{Bi}\simeq\frac{e^\zeta}{\sqrt\pi z^{1/4}}\left(1+\frac{5}{72\zeta}\right),\qquad
\mathrm{Bi}'\simeq\frac{z^{1/4}e^\zeta}{\sqrt\pi}\left(1-\frac{7}{72\zeta}\right).$$

In the denominator of $T_{\rm ramp}$ the constant 2 and the $\mathrm{Ai}$ terms are exponentially small beside these. Let $\kappa=\sqrt{2m_b\varphi}$ be the decay constant at the entrance. Since $\alpha\sqrt{z_0}=\alpha^{3/2}\sqrt{\varphi/F}=\kappa$,

$$\gamma\sqrt{z_0}=\frac{m_e\kappa}{m_bk}=\sqrt{\frac{m_e\varphi}{m_bE}}\equiv\rho .$$

The denominator becomes

$$e^{2\zeta}\left[\frac1\rho\left(1+\frac{5}{36\zeta}\right)+\rho\left(1-\frac{7}{36\zeta}\right)\right],$$

and therefore, at fixed $\rho$ and large $\zeta$,

$$T_{\rm ramp}=P\,e^{-2\zeta}\left[1-\frac a\zeta+O(\zeta^{-2})\right],$$

$$P=\frac{4\rho}{1+\rho^2}=\frac{4\sqrt{m_em_bE\varphi}}{m_bE+m_e\varphi},\qquad a=\frac{5-7\rho^2}{36(1+\rho^2)} .$$

For equal masses $P=4\sqrt{E\varphi}/V_0$.

## Reading the prefactor

$P$ does not contain $F$. It cannot exceed 2, because $2-P=2(1-\rho)^2/(1+\rho^2)\ge0$. The maximum, at $\rho=1$, occurs when $k/m_e$ and $\kappa/m_b$ are equal. As $E\to0$, $P\simeq4/\rho\propto\sqrt E$: the transmission vanishes at threshold, whereas the bare exponential tends to a nonzero value. The expansion fails near the barrier top, where $\varphi\to0$ and $\zeta$ is no longer large; the Airy formula still applies there.

In the example $\rho=\sqrt{0.3\times0.11/(0.5\times0.01)}=\sqrt{6.6}=2.569$, so $P=4\times2.569/7.6=1.352$. The exponent is $2\zeta=4\times0.11^{3/2}/(3\times0.002)=24.32$. Successive approximations are:

- bare exponential: $2.736\times10^{-11}$
- times $P$: $3.700\times10^{-11}$
- times $1-a/\zeta=1.0124$, with $a=-0.1506$: $3.745\times10^{-11}$
- Airy formula: $3.748\times10^{-11}$

Changing the energy at fixed $V_0$ and $F$ gives:

| $E$ (hartree) | $P$ | $T_{\rm ramp}/e^{-2\zeta}$ |
|---|---|---|
| 0.0001 | 0.149 | 0.151 |
| 0.001 | 0.467 | 0.474 |
| 0.01 | 1.352 | 1.370 |
| 0.03 | 1.917 | 1.933 |
| 0.06 | 1.936 | 1.929 |

The exact ratio lies above $P$ in the first four rows and below it in the last. The sign of $a$, which changes at $\rho^2=5/7$, gives this trend; the last row has $\rho^2=0.6$. There $\zeta$ is only 4.9, and $-a/\zeta=-0.0028$ supplies about 70% of the relative deviation $-0.0040$. Higher-order terms move the exact crossing to $\rho^2\approx0.74$.

The bare exponential can also be right by accident. Setting $P=1$ gives $\rho^2-4\rho+1=0$, or $\rho=2\pm\sqrt3$. The lower root lies at 0.107 hartree, close to the barrier top, where $P$ alone is no longer accurate: the exact ratio there is 0.73, not 1. The upper root corresponds to

$$E=\frac{m_eV_0}{m_e+m_b\rho^2}=0.00496\ \text{hartree}.$$

A numerical root search with the Airy formula puts the crossing at 0.00481 hartree. It is lower because $a<0$ there, which raises $T$ slightly, while $P$ increases with $E$.

## What a field plot reveals

Let $B=2\zeta F=\frac43\sqrt{2m_b}\,\varphi^{3/2}$. At fixed $E$,

$$\ln T_{\rm ramp}\simeq\ln P-\frac BF-\frac{2aF}{B}.$$

Plotted against $1/F$, this is nearly a straight line. To leading order its slope is $-B$, untouched by the prefactor, and its intercept is $\ln P$. The last term changes the tangent's slope by $2aF^2/B$ and its intercept by $-4aF/B$.

A least-squares line through 21 values of the Airy result, evenly spaced in $1/F$ for $F$ from 0.0015 to 0.0025, has slope $-0.04867$ against $-B=-0.04864$ hartree per bohr. The exponential of its intercept is 1.387, against $P=1.352$. The tangent estimate at $F=0.002$ accounts for this difference: $-4aF/B=4\times0.1506\times0.002/0.0486\approx0.025$, a rise of about 2.5%. These statements concern transmission at one energy. A current also requires a sum over incident states.

## Why the edge produces a factor

Well inside the barrier the outgoing solution is dominated by $\mathrm{Bi}$. Using the flux found above, at the entrance

$$|\psi(0)|^2\simeq\frac{|t|^2e^{2\zeta}}{\pi\sqrt{z_0}}=\frac{jm_b}{\kappa}e^{2\zeta},\qquad \psi'(0^+)\simeq-\kappa\psi(0).$$

The incident amplitude at an abrupt edge is

$$A=\frac12\left[\psi(0)+\frac{m_e}{ikm_b}\psi'(0^+)\right]=\frac12(1+i\rho)\psi(0).$$

The incident flux $(k/m_e)|A|^2$ then equals $j\,e^{2\zeta}(1+\rho^2)/(4\rho)$, which again gives $T=Pe^{-2\zeta}$.

Now suppose that the potential rises smoothly through a left turning point, with one mass $m$ throughout. Near that point the wave is $C\,\mathrm{Ai}(y)$, where $y=\beta(x-x_1)$ and $\beta>0$ is fixed by the local slope. Outside the barrier, $C\sin(\dots)/(\sqrt\pi|y|^{1/4})$ contains an incident wave of amplitude $|C|/(2\sqrt\pi|y|^{1/4})$. The local momentum is $\beta\sqrt{|y|}$, so the incident flux is $j_{\rm in}=\beta|C|^2/(4\pi m)$. Inside, with $K$ the action $\int\kappa(x)\,dx$ from the turning point,

$$|\psi|^2\simeq\frac{|C|^2e^{-2K}}{4\pi\sqrt y}=\frac{j_{\rm in}m}{\kappa(x)}e^{-2K}.$$

From the exit side the same quantity is $jm\,e^{2K'}/\kappa(x)$, where $K'$ is the remaining action. Equating them gives $j/j_{\rm in}=e^{-2(K+K')}$, with prefactor 1 at leading order. Hence $P$ belongs to the abrupt entrance, not to tunnelling in general.

The crossover can be followed with

$$V(x)=\frac{V_0-Fx}{1+e^{-x/w}},$$

taking $E=0.06$, $F=0.0005$ and mass 0.5 on both sides. An abrupt edge would then have $P=2$. The Schrödinger equation was integrated numerically from an outgoing wave on the ramp, and the action $S$ between the turning points of the smoothed potential was found by quadrature. For $w=0.1,\,1,\,4,\,16$ bohr, $T/e^{-2S}$ is 1.92, 1.41, 1.10 and 1.03. At this energy, where $1/k=1/\kappa=4.1$ bohr, the factor is largely gone once $w$ reaches that length. The width needed depends on the energy. At $E=0.0001$ hartree, where $P=0.115$, the ratio is still 0.48 at $w=4$ bohr and 0.92 at $w=16$ bohr. At $E=0.01$ hartree it rises from 1.14 at $w=0.1$ to 1.29 at $w=1$ before falling toward 1.

## A film with a collector

Let the barrier end at $x=d$, followed by a flat region with mass $m_c$ and potential $-Fd$. There $k_c=\sqrt{2m_c(E+Fd)}$ and the wave is $\tau e^{ik_c(x-d)}$. Define $z_d=\alpha(\varphi/F-d)$ and $\gamma_c=\alpha m_c/(m_bk_c)$. Continuity gives $\psi=\tau$ and $\psi_z=-i\tau/\gamma_c$ at $z_d$. Writing $\psi=c_A\mathrm{Ai}+c_B\mathrm{Bi}$ and solving with the Wronskian,

$$c_A=\pi\tau\left[\mathrm{Bi}'(z_d)+\frac{i}{\gamma_c}\mathrm{Bi}(z_d)\right],\qquad
c_B=-\pi\tau\left[\mathrm{Ai}'(z_d)+\frac{i}{\gamma_c}\mathrm{Ai}(z_d)\right].$$

At the entrance, as before,

$$2=c_A[\mathrm{Ai}+i\gamma\mathrm{Ai}']_{z_0}+c_B[\mathrm{Bi}+i\gamma\mathrm{Bi}']_{z_0},\qquad T=\frac{\gamma}{\gamma_c}|\tau|^2 .$$

These equations are exact. If the forbidden region is thick, the $c_A$ term is exponentially small beside the other. Dropping it gives

$$T\simeq\frac{4\gamma/\gamma_c}{\pi^2[\mathrm{Ai}'^2+\mathrm{Ai}^2/\gamma_c^2]_{z_d}\,[\mathrm{Bi}^2+\gamma^2\mathrm{Bi}'^2]_{z_0}} .$$

To the same accuracy $T_{\rm ramp}=4\gamma/(\pi[\mathrm{Bi}^2+\gamma^2\mathrm{Bi}'^2]_{z_0})$. Therefore

$$T\simeq T_{\rm ramp}\,G,\qquad G=\frac{1}{\pi[\gamma_c\mathrm{Ai}'(z_d)^2+\mathrm{Ai}(z_d)^2/\gamma_c]} .$$

**Exit beyond the turning point.** With $z_d=-s$ and $s$ large, $\mathrm{Ai}'(-s)\simeq-s^{1/4}\cos\theta/\sqrt\pi$, and

$$G\simeq\frac{1}{\sigma\cos^2\theta+\sin^2\theta/\sigma},\qquad
\sigma=\gamma_c\sqrt s=\sqrt{\frac{m_c(Fd-\varphi)}{m_b(E+Fd)}} .$$

Here $\sigma$ is the electron's speed just before the collector edge divided by that just after it. Reflection at this edge interferes with the wave in the allowed part of the film, and $G$ ranges between $\sigma$ and $1/\sigma$. Its uniform phase average at fixed $\sigma$ is 1: with $v=\tan\theta$,

$$\frac1\pi\int_0^\pi G\,d\theta=\frac1\pi\int_{-\infty}^{\infty}\frac{\sigma\,dv}{\sigma^2+v^2}=1 .$$

The ramp result is thus the film result with the interference averaged out.

For the original example with $m_c=0.3$ and $d=100$ bohr, $\sigma=\sqrt{0.3\times0.09/(0.5\times0.21)}=0.507$. The Airy expression gives $G=1.479$; the oscillating form gives 1.450. The film transmits $3.748\times10^{-11}\times1.479=5.54\times10^{-11}$. At $d=130$ bohr, $G=0.608$ and $T=2.28\times10^{-11}$. The forbidden region is the same in both films, so the bare exponential does not distinguish them. This oscillation requires phase coherence up to the collector, here over 45 and 75 bohr (2.4 and 4.0 nm) beyond the turning point. In a real oxide the scattering left out of the model damps it.

**Exit before the turning point.** For large positive $z_d$, let $\zeta_d=\frac23z_d^{3/2}$. Then $\mathrm{Ai}^2\simeq e^{-2\zeta_d}/(4\pi\sqrt{z_d})$ and $\mathrm{Ai}'^2\simeq\sqrt{z_d}\,e^{-2\zeta_d}/(4\pi)$. With $\rho_c=\gamma_c\sqrt{z_d}$,

$$G\simeq\frac{4\rho_c}{1+\rho_c^2}e^{2\zeta_d}\equiv P_ce^{2\zeta_d},\qquad
T\simeq PP_c\,e^{-2(\zeta-\zeta_d)} .$$

There is one factor for each abrupt edge. This form needs both $\zeta_d$ and $\zeta-\zeta_d$ to be large; when the exit lies close to the turning point, the Airy form of $G$ should be kept.

Lowering the force to 0.0005 hartree per bohr at $d=100$ bohr gives such a case. The entrance factor remains 1.352. At the exit $\rho_c^2=0.3\times0.06/(0.5\times0.06)=0.6$, hence $P_c=1.936$ and $PP_c=2.618$. The bare exponential is $5.88\times10^{-26}$ and the exact film result is $1.545\times10^{-25}$, a ratio of 2.628. Both edges now contribute to the error of the bare exponential.

Numerical values quoted here were computed with a short program.
